\section*{Why coexisting islands and dilute adatoms can desorb at zero order}

\section{The result}

An adsorbed layer desorbs into vacuum at fixed temperature $T$. While dense islands of coverage $\theta_d$ coexist in equilibrium with a dilute phase of coverage $\theta_g$, the desorption rate is
\begin{equation}
R=R^*(T)\,[\,xS_d+(1-x)S_g\,],\qquad x=\frac{\theta-\theta_g}{\theta_d-\theta_g}.
\label{main}
\end{equation}
Here $\theta$ is the mean coverage, $x$ the area fraction of islands, and $S_d$, $S_g$ are the probabilities that an atom arriving from the vapour sticks on each phase. The prefactor $R^*$ depends on $T$ alone because coexistence pins the chemical potential $\mu$.

Pinning makes the rate linear in $\theta$. It makes the rate constant, and so of zero order, if also $S_d=S_g$. Two contributions must therefore be kept apart: the pinned $\mu$, and the way each phase exchanges atoms with the vapour. Finite transport, island curvature and second-layer atoms then add corrections, which are sized below for one set of numbers.

The model is a square lattice gas with attraction $\varepsilon>0$ per occupied neighbour pair. An isolated adatom needs energy $E_0$ to desorb and does so at rate $k=\nu e^{-E_0/kT}$, where the $k$ in $kT$ is Boltzmann's constant. Energies and $\mu$ are measured from the isolated-adatom level. Rates are in monolayers (ML) per second, one monolayer being one atom per site.

The example uses round values in the rough regime of silver on silicon: $T=800$ K, so $kT=0.06894$ eV; $E_0=2.1$ eV; $\varepsilon=0.2$ eV; $\nu=10^{13}$ s$^{-1}$; and $7\times10^{14}$ sites/cm$^2$, so the lattice spacing is $a=0.378$ nm.

\section{First contribution: the pinned chemical potential}

Let $f(\theta)$ be the free energy per site of a homogeneous phase. For large islands, edge energy is negligible and the total per site is $xf(\theta_d)+(1-x)f(\theta_g)$. It is minimised at fixed $\theta=x\theta_d+(1-x)\theta_g$. With Lagrange multiplier $\mu$, the function to make stationary is
\begin{equation}
xf(\theta_d)+(1-x)f(\theta_g)-\mu[x\theta_d+(1-x)\theta_g-\theta].
\end{equation}
Its derivatives with respect to $\theta_d$, $\theta_g$ and $x$ give
\begin{align}
f'(\theta_d)&=\mu,\qquad f'(\theta_g)=\mu,\\
f(\theta_d)-\mu\theta_d&=f(\theta_g)-\mu\theta_g .
\end{align}
These are three equations for $\theta_d,\theta_g,\mu$, and $\theta$ does not appear in them. Removing atoms changes $x$ and leaves both phases as they were.

The lattice gas gives the pinned value. Let $n_i=0,1$ be the occupation of site $i$ and $m_i=1-n_i$ that of a hole. Each of the $M$ sites has four neighbours, so there are $2M$ pairs and
\begin{align}
-\varepsilon\sum_{\langle ij\rangle}n_in_j-\mu\sum_i n_i
&=-\varepsilon\sum_{\langle ij\rangle}(1-m_i-m_j+m_im_j)-\mu\sum_i(1-m_i)\nonumber\\
&=-(2\varepsilon+\mu)M-\varepsilon\sum_{\langle ij\rangle}m_im_j+(4\varepsilon+\mu)\sum_i m_i .
\end{align}
Holes thus behave as atoms with chemical potential $-4\varepsilon-\mu$. A transition at $\mu_c$ implies one at $-4\varepsilon-\mu_c$. As there is a single condensation transition, the two coincide:
\begin{equation}
\mu_c=-2\varepsilon,\qquad \theta_d=1-\theta_g .
\end{equation}
This is the energy of an atom at a kink, which has two of its four bonds.

The known exact magnetisation of the square Ising model, translated to coverage, gives
\begin{equation}
\theta_g=\tfrac12\left\{1-\left[1-\sinh^{-4}\!\left(\frac{\varepsilon}{2kT}\right)\right]^{1/8}\right\}.
\end{equation}
For the example $\theta_g=0.0039$, and a direct sum over states on a $7\times8$ torus agrees. The two phases merge when the sinh equals one, that is at $kT_c=\varepsilon/[2\ln(1+\sqrt2)]$, or $T_c=1317$ K. The example lies well below this.

Pinning was tested without assuming it. With $Z_N$ the canonical sum over all arrangements of $N$ atoms, $\mu=-kT\ln(Z_N/Z_{N-1})$. On a $7\times32$ torus, averaged over the addition of one row of seven atoms, $\mu$ at coverages 0.3125, 0.5 and 0.6875 differs from $-0.4$ eV by less than $4\times10^{-5}\,kT$; at the coverages in between, the deviation stays below $2\times10^{-4}\,kT$. The average matters: on so narrow a torus, $\mu$ for single additions scatters about the pinned value by up to $0.05\,kT$, as rows are started and completed. At the same temperature but with $\varepsilon=0.05$ eV, for which $T_c=329$ K, there is no coexistence. Then $\mu$ rises from $-0.122$ to $-0.078$ eV over the same range, and with equal sticking the rate changes by a factor 1.90 on this torus (1.92 in the limit of a large layer). Attraction by itself does not give the plateau; coexistence does.

\section{Second contribution: emission from each phase}

\subsection{Detailed balance with a vapour}

Place the layer in equilibrium with its vapour at pressure $p(\mu,T)$. For atoms of mass $m$ and number density $p/kT$, the flux onto the surface is
\begin{equation}
\frac{p}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv
=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\end{equation}
A patch of phase $i$ captures the fraction $S_i$ of it and, in equilibrium, emits the same number. If emission depends on the state of the layer and not on the presence of vapour, the patch emits equally into vacuum. With $n_s$ sites per area, define
\begin{equation}
R^*=\frac{p(\mu_c,T)}{n_s\sqrt{2\pi mkT}} .
\end{equation}
Weighting the two phases by area gives Eq.~(\ref{main}), and
\begin{equation}
\frac{dR}{d\theta}=R^*\,\frac{S_d-S_g}{\theta_d-\theta_g}.
\end{equation}
The slope vanishes if and only if the sticking probabilities are equal.

\subsection{The same balance, atom by atom}

Let an exposed atom leave configuration $C$ of energy $E(C)$, producing $C'$. Its desorption energy is $E_0+E(C')-E(C)$ when there is no extra barrier to adsorption, so its rate is $k\,e^{-[E(C')-E(C)]/kT}$. The mean total emission is
\begin{align}
W_N&=\frac1{Z_N}\sum_C e^{-E(C)/kT}\sum_{C'}k\,e^{-[E(C')-E(C)]/kT}\nonumber\\
&=\frac{k}{Z_N}\sum_{C'}g\,e^{-E(C')/kT}=kg\,\frac{Z_{N-1}}{Z_N}=kg\,e^{\mu/kT}.
\end{align}
The factor $e^{-E(C)/kT}$ has cancelled, and $g$ counts the places where an atom can be returned to $C'$. Two cases differ in $g$.

\emph{Open islands.} If an atom may also sit on top of an island, each of the $M$ columns can receive it, so $g=M$ and
\begin{equation}
R=\frac{W_N}{M}=k\,e^{\mu/kT}\ \longrightarrow\ R^*=\nu\,e^{-(E_0+2\varepsilon)/kT}.
\label{rate}
\end{equation}

\emph{Site blocking.} If a second layer is forbidden, $g=M-N+1$, which for a large layer gives $R=R^*(1-\theta)$. Equation (\ref{main}) agrees: with $S_i=1-\theta_i$ its bracket is $1-[x\theta_d+(1-x)\theta_g]=1-\theta$. The rate now rises as the islands shrink, with order $d\ln R/d\ln\theta=-\theta/(1-\theta)$, which is $-1$ at half coverage.

Enumerating all arrangements of six atoms on a $3\times3$ torus, and adding the emission of every exposed atom from its own bond count, gave $g=9$ and $g=4$, as the two counts require.

\subsection{Why an island top can emit like bare surface}

Let an adatom on an island be bound less strongly than one on the substrate by $\Delta$. At low density its population per site is $e^{(\mu-\Delta)/kT}$ and its escape rate is $k\,e^{\Delta/kT}$. The product is
\begin{equation}
e^{(\mu-\Delta)/kT}\,k\,e^{\Delta/kT}=k\,e^{\mu/kT},
\end{equation}
so $\Delta$ cancels: the top holds fewer adatoms, but each leaves sooner. The island's own atoms contribute little directly. One with four neighbours leaves at rate $k\,e^{-4\varepsilon/kT}$, smaller than $R^*$ by $e^{-2\varepsilon/kT}=0.0030$. Without the route over the top, the islands are nearly silent.

Intermediate cases follow from Eq.~(\ref{main}). With $S_d=0.9$ and $S_g=1$, $R/R^*$ is 0.931 at $\theta=0.6875$ and 0.969 at $\theta=0.3125$. The rate rises by 4\% while more than half of the adsorbate leaves.

\section{The plateau in numbers}

The single-adatom rate is $k=0.5896$ s$^{-1}$, a lifetime $\tau=1/k=1.70$ s. Equation (\ref{rate}) gives
\begin{equation}
R^*=0.5896\times0.003021=1.78\times10^{-3}\ \mathrm{ML/s},
\end{equation}
or $1.25\times10^{12}$ atoms/(cm$^2$ s). For the mass of silver and unit sticking, the balancing pressure is $1.0\times10^{-8}$ Torr. The partial pressure of the adsorbate must be far below this for readsorption to be negligible.

With open islands, going from $\theta_1=0.6875$ to $\theta_2=0.3125$ takes
\begin{equation}
t=\frac{\theta_1-\theta_2}{R^*}=\frac{0.375}{1.781\times10^{-3}\ \mathrm{s^{-1}}}=210.5\ \mathrm{s}.
\end{equation}
With site blocking, $d\theta/dt=-R^*(1-\theta)$. Setting $u=1-\theta$ gives $du/dt=R^*u$, hence
\begin{equation}
t=\frac1{R^*}\ln\frac{1-\theta_2}{1-\theta_1}=\frac{\ln(0.6875/0.3125)}{R^*}=442.7\ \mathrm{s}.
\end{equation}
The chemical potential is the same in both cases, yet the time doubles and the rate is no longer constant. Adding the mean waiting times $1/W_N$ atom by atom on the $7\times32$ torus gives 210.6 s and 440.8 s. The second differs by 0.4\%, mainly because a sum over 84 departures replaces the integral.

In this model $\mu_c$ does not depend on $T$, so the activation energy of the plateau is $E_0+2\varepsilon=2.5$ eV. Canonical sums at 780 and 820 K return this value. In a system where $\mu_c$ varies with $T$, the slope of $\ln R^*$ against $1/kT$ contains that variation too.

\section{Where the plateau ends}

At $\theta=\theta_g$ the islands are gone, and $\mu$ falls with further loss. For equal sticking $R=kz$ with $z=e^{\mu/kT}$. To find $\theta(z)$, count up to two atoms on $M$ sites. There are $2M$ neighbour pairs and $M(M-1)/2-2M$ other pairs, so the grand sum is
\begin{equation}
\Xi=1+Mz+\left[2Me^{\varepsilon/kT}+\tfrac12M(M-1)-2M\right]z^2+\dots
\end{equation}
Taking the logarithm subtracts $M^2z^2/2$, which leaves
\begin{align}
\frac{\ln\Xi}{M}&=z+\left(2e^{\varepsilon/kT}-\tfrac52\right)z^2+\dots,\\
\theta&=\frac zM\frac{d\ln\Xi}{dz}=z+bz^2+\dots,\qquad b=4e^{\varepsilon/kT}-5 .
\end{align}
The order of desorption is therefore
\begin{equation}
\frac{d\ln R}{d\ln\theta}=\frac{\theta}{z\,d\theta/dz}=\frac{1+bz+\dots}{1+2bz+\dots}\simeq1-bz .
\end{equation}
It tends to one as $z\to0$, and then $\theta$ decays as $e^{-t/\tau}$. At one tenth of the coexistence activity, $z=3.02\times10^{-4}$ and $b=67.8$, so the order is 0.98. The canonical sums give 0.979. The small deficit comes from pairs: as the layer thins, a larger share of its atoms is unpaired and free to leave.

\section{Corrections to the plateau}

\subsection{Finite transport}

Islands must resupply the adatoms that desorb. Take a strip of bare surface of half-width $l$ between straight island edges, with adatom density $c(s)$ at distance $s$ from its centre and diffusivity $D$. In the steady state $Dc''=c/\tau$. By symmetry $c=A\cosh(s/\lambda)$, with $\lambda=\sqrt{D\tau}$. An edge supplies atoms at velocity $\kappa$ times the shortfall from the equilibrium density $c_e$:
\begin{equation}
\frac{DA}{\lambda}\sinh\phi=\kappa(c_e-A\cosh\phi),\qquad \phi=\frac l\lambda .
\end{equation}
Solving for $A$ and using the mean density $\bar c=A\sinh\phi/\phi$,
\begin{equation}
\eta=\frac{\bar c}{c_e}=\frac{\sinh\phi/\phi}{\cosh\phi+(D/\kappa\lambda)\sinh\phi}
=\frac1{\phi\coth\phi+l/(\kappa\tau)} .
\end{equation}
The last step uses $D\phi/(\kappa\lambda)=Dl/(\kappa\lambda^2)=l/(\kappa\tau)$. A numerical solution of the boundary-value problem at $\phi=1.3$, $\kappa l/D=0.8$ gives $\eta=0.2762$, as does the formula.

For small $\phi$ the loss is $1-\eta\simeq\phi^2/3+l/(\kappa\tau)$. Take a hop barrier of 0.5 eV, an extra edge barrier of 0.2 eV and $l=50$ nm. Then $D=a^2\nu e^{-0.5\,\mathrm{eV}/kT}/4=2.5\times10^{-6}$ cm$^2$/s, $\kappa=(D/a)e^{-0.2\,\mathrm{eV}/kT}=3.7$ cm/s and $\lambda=20.7\ \mu$m. The loss is $3\times10^{-6}$. On an island top of equal half-width, with the same $D$ and $\kappa$ and $\Delta=0.1$ eV, the shorter lifetime $\tau e^{-\Delta/kT}$ raises it to $1.2\times10^{-5}$. Diffusion relaxes in $l^2/D\approx10^{-5}$ s, against a plateau of minutes, so the steady state is justified.

The plateau fails in the opposite limit. If islands and gaps are both much wider than their diffusion lengths, emission comes from bands along the edges and is proportional to total edge length. For a fixed number of round islands holding nearly all the adsorbate, edge length grows as $\theta^{1/2}$, and the order is close to one half, as long as direct emission from the island interior can be neglected; that fails for radii of about a hundred diffusion lengths.

\subsection{Curved island edges}

Let $\sigma$ be the edge free energy per length and $h$ the distance from the island's centre to that edge. In the equilibrium shape $\sigma/h=w$ is the same for all edges (Wulff construction). Splitting the island into triangles of base $L_i$ and height $h_i$ gives area $A=\frac12\sum_ih_iL_i$, while the edge free energy is $F=\sum_i\sigma_iL_i=2wA$. On enlarging the shape, $F$ grows as its size and $A$ as its square, so $dF/dA=F/2A=w=\sigma/h$. Growth by area $a^2$ takes up $\theta_d-\theta_g$ extra atoms, hence
\begin{equation}
\Delta\mu=\frac{\sigma a^2}{h(\theta_d-\theta_g)},\qquad \frac{R}{R^*}=e^{\Delta\mu/kT}.
\end{equation}
For an edge along a lattice axis the exact Ising result is $\sigma a/kT=\varepsilon/2kT+\ln\tanh(\varepsilon/4kT)=0.973$. A transfer-matrix calculation with an interface forced into a ring of nine sites agrees to $10^{-4}$. The rate is raised by 0.74\% at $h=50$ nm and by 7.7\% at $h=5$ nm. If the number of islands stayed fixed, the plateau would bend upwards as they became small. With the transport numbers above it does not stay fixed: small islands dissolve and feed large ones in a time of order $h^3kT/(De^{-2\varepsilon/kT}\sigma a^2)$, about half a second at $h=50$ nm, against a plateau of minutes. The islands then coarsen to a few hundred nanometres and the curvature shift drops to a few tenths of a per cent. An upward bend requires that this ripening be slow or blocked. At high coverage the dilute phase may instead form closed holes in the dense one. The curvature then has the opposite sign and lowers the rate.

\subsection{Adatoms on the islands}

Let each first-layer atom carry at most one second-layer atom, without lateral bonds. Summing over its presence replaces the activity $z$ by $z(1+ze^{-\Delta/kT})$, so coexistence moves to
\begin{equation}
z(1+ze^{-\Delta/kT})=e^{-2\varepsilon/kT}.
\end{equation}
Suppose that arrivals on top of second-layer atoms also stick, so that sticking remains equal on both phases. The third-layer atoms this allows are too few to change the coexistence condition noticeably. The rate then falls by $0.07$\% and stays independent of $\theta$. If such arrivals were rejected instead, $S_d$ would be lower by about $0.07$\%, and the rate would rise by about $0.03$\% between $\theta=0.6875$ and $0.3125$. With lateral bonds of the same $\varepsilon$, a second layer would condense near $\mu=-2\varepsilon+\Delta$. A positive $\Delta$, large enough compared with the curvature shift, keeps the islands one layer high.

\section{Weighing the contributions}

For these parameters, site blocking changes the outcome most: it doubles the desorption time and removes the zero order. Ten per cent less sticking on islands tilts the plateau by 4\%. Curvature matters at the per cent level or above when $h$ is a few tens of nanometres or less, but ripening removes such islands within seconds. Second-layer atoms are negligible, and so is transport for gaps of order $l=50$ nm; near the end of the plateau, when the remaining islands are far apart, the transport loss grows and can outweigh the curvature gain. Temperature control is more demanding than most of these: 1 K more raises $R^*$ by 4.6\%, so a slow drift of 1 K could imitate or hide the tilt from unequal sticking.

The example is not a model of real silver on silicon. Its balancing pressure is about ten times the vapour pressure of bulk silver at 800 K, which is near $10^{-9}$ Torr, so single-layer silver islands with these numbers would be unstable against the growth of silver crystals. The square lattice with neighbour bonds is the assumption that the real surface breaks most clearly: silver reconstructs silicon surfaces and can form islands several layers high. Such changes alter $\mu_c$, $\theta_d$ and possibly the sticking. An error of 0.1 eV in $E_0+2\varepsilon$ changes the rate at 800 K by $e^{0.1/0.06894}\approx4.3$, so the absolute rate here is an illustration and not a prediction. The pinning argument needs neither the lattice nor the bond model. It needs two large phases in equilibrium at fixed temperature, and zero order needs equal sticking on both. The remaining intermediate values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Temperature 800 K; kT = 0.06894 eV; eps/kT = 2.9011
E0 = 2.1 eV; eps = 0.2 eV; nu = 1.0e+13 1/s
Site density 7.0e+14 1/cm2; spacing a = 0.3780 nm
Mass used for pressure: 107.87 u
Critical temperature of the lattice gas: 1316.6 K
Dilute coverage theta_g: formula 0.003892, sum 0.003892 ML
Dense coverage theta_d: 0.996108 ML
Torus 7 x 32; pinned value -2 eps = -0.40000 eV
theta 0.3125: mu = -0.399998 eV; weak attraction -0.122396 eV
theta 0.5000: mu = -0.399999 eV; weak attraction -0.100240 eV
theta 0.6875: mu = -0.400000 eV; weak attraction -0.078232 eV
Largest plateau deviation: 3.11e-05 kT
Weak attraction: eps = 0.05 eV; Tc = 329.2 K
Weak: equal-sticking rate ratio, high/low theta: 1.898
Receiving places, 6 atoms on 9 columns: open 9.000000
Receiving places, 6 atoms on 9 sites: blocked 4.000000
Single-adatom rate k = 0.5896 1/s; lifetime 1.6960 s
Coexistence activity exp(-2 eps/kT) = 0.003021
Plateau rate R* = 1.7811e-03 ML/s = 1.247e+12 1/(cm2 s)
Balancing pressure at unit sticking: 1.043e-08 Torr
Activation energy: from sums 2.50000, E0+2eps 2.50000 eV
Coverage interval for times: 0.6875 to 0.3125 ML
Time, equal sticking: formula 210.54 s, sum 210.60 s
Time, site blocking: formula 442.68 s, sum 440.82 s
Site-blocked rate at theta 0.3125: 1.2245e-03 ML/s
Site-blocked rate at theta 0.5000: 8.9056e-04 ML/s
Site-blocked rate at theta 0.6875: 5.5660e-04 ML/s
Dilute phase, theta 3.084e-04 ML: desorption order 0.9794
theta 0.3125: island area 0.3110; R/R* if island S=0.9: 0.9689
theta 0.5000: island area 0.5000; R/R* if island S=0.9: 0.9500
theta 0.6875: island area 0.6890; R/R* if island S=0.9: 0.9311
Barriers: hop 0.5 eV, extra edge 0.2 eV; top binding loss 0.1 eV
D = 2.529e-06 cm2/s; edge velocity kappa = 3.678e+00 cm/s
Diffusion length 20.71 um; half-width 50 nm
Diffusive relaxation time 9.88e-06 s
Transport loss of rate: gaps 2.74e-06, island tops 1.17e-05
Transport test factor: solved 0.276159, formula 0.276159
Edge free energy: formula 0.97280, seam 0.97285 kT per spacing
Edge free energy: 0.1774 eV/nm
Curvature rise of rate at h = 50 nm: 0.744 %
Curvature rise of rate at h = 5 nm: 7.693 %
Second-layer shift of rate: -0.0707 %
Rate change for +1 K: 4.63 %
\end{verbatim}
